# Onset of superexponential Krylov convergence in quantum time evolution

## 1. A sudden gain in accuracy

A particle starts at the end of a tight-binding chain with hopping 1 eV and evolves for 20 fs. Its state is approximated by $m$ Lanczos steps. Going from $m=45$ to $m=55$ lowers the norm of the error from 1.24 to 1.01, which is no useful gain. Going from $m=80$ to $m=90$ lowers it from $3.5\times10^{-6}$ to $5.0\times10^{-10}$. The same ten extra steps first achieve almost nothing and later give nearly four digits.

The dividing point is set by a dimensionless time. Let the Hermitian matrix $H$ have its spectrum in an interval of width $W$, and define
$$z=\frac{Wt}{2\hbar}.$$
For the chain, $W=4$ eV encloses the spectrum. With $\hbar=0.658212$ eV fs,
$$z=\frac{4\times20}{2\times0.658212}=60.77 .$$

Take $\|v\|=1$ and exact arithmetic. The Lanczos vectors form the columns of $V_m$, with first column $v$, and $T_m=V_m^\dagger HV_m$ is tridiagonal. The approximation to $e^{-iHt/\hbar}v$ is
$$u_m=V_m e^{-iT_mt/\hbar}e_1,$$
where $e_1$ is the first unit vector. The bound to be proved is
$$\|e^{-iHt/\hbar}v-u_m\|\le 8\,e^{-z^2/(4m)}\left(\frac{ez}{2m}\right)^m,\qquad m\ge z. \tag{1}$$
It is proved in Sections 2 and 3; bounds of this type are due to Hochbruck and Lubich (HL).

The word "onset" needs care. The bound guarantees convergence beyond $z$ for every $v$, but special vectors converge sooner. The guaranteed error is also not yet small at $m=z$. The sharper upper bound $B_m$ derived below becomes small only after a region of width proportional to $z^{1/3}$ is crossed, and that width is calculated with its first correction.

## 2. From Lanczos to polynomials

The Lanczos recursion reads
$$HV_m=V_mT_m+\beta_m q_{m+1}e_m^{T},$$
where $q_{m+1}$ is the next Lanczos vector and $\beta_m$ its coupling. Suppose $H^kv=V_mT_m^ke_1$, which is true for $k=0$. Multiplying by $H$ gives
$$H^{k+1}v=V_mT_m^{k+1}e_1+\beta_mq_{m+1}\,(e_m^TT_m^ke_1).$$
A tridiagonal matrix moves a vector by at most one component at a time, so $T_m^ke_1$ has no component beyond $k+1$. The last term vanishes for $k+1\le m-1$. By induction, $p(H)v=V_mp(T_m)e_1$ for every polynomial of degree at most $m-1$.

Let $f(E)=e^{-iEt/\hbar}$. Adding and subtracting such a $p$ gives
$$f(H)v-u_m=(f-p)(H)v-V_m(f-p)(T_m)e_1 .$$
If $y$ is a unit eigenvector of $T_m$, its eigenvalue is $y^\dagger T_my=(V_my)^\dagger H(V_my)$, an average of $H$ in a unit vector. It therefore lies in the same spectral interval. Each term on the right has norm at most $\max|f-p|$ on that interval, so
$$\|f(H)v-u_m\|\le2\min_{\deg p\le m-1}\max|f-p|. \tag{2}$$

Write $E=E_c+(W/2)x$ with $-1\le x\le1$. Then $f=e^{-iE_ct/\hbar}e^{-izx}$. The first factor is a constant phase and does not affect the minimum. The task is to approximate $e^{-izx}$, and the matrix size has dropped out.

The Bessel functions are defined by
$$e^{(z/2)(w-1/w)}=\sum_{k=-\infty}^{\infty}J_k(z)w^k. \tag{3}$$
Replacing $w$ by $-1/w$ leaves the left side unchanged, hence $J_{-k}=(-1)^kJ_k$. Now set $w=-ie^{i\varphi}$. Since $1/w=ie^{-i\varphi}$, we have $w-1/w=-2i\cos\varphi$. The terms $k$ and $-k$ have the equal coefficients $(-i)^kJ_k$, because $(-i)^{-k}(-1)^k=i^k(-1)^k=(-i)^k$. With $x=\cos\varphi$ and $T_k(x)=\cos k\varphi$,
$$e^{-izx}=J_0(z)+2\sum_{k=1}^{\infty}(-i)^kJ_k(z)T_k(x).$$
Keep the terms through $k=m-1$ as $p$. Because $|T_k|\le1$, the remainder is at most $2\sum_{k\ge m}|J_k|$, and (2) gives
$$\|f(H)v-u_m\|\le B_m,\qquad B_m=4\sum_{k=m}^{\infty}|J_k(z)|. \tag{4}$$

## 3. The bound and the local rate

Extract $J_k$ from (3) by integrating over a circle $w=re^{i\varphi}$ with $r>1$:
$$J_k(z)=\frac{r^{-k}}{2\pi}\int_{-\pi}^{\pi}e^{(z/2)(re^{i\varphi}-e^{-i\varphi}/r)-ik\varphi}\,d\varphi .$$
The real part of the exponent is $(z/2)(r-1/r)\cos\varphi$, which is largest at $\varphi=0$. Therefore $|J_k|\le e^{(z/2)(r-1/r)}r^{-k}$. Summing the geometric series from $k=m$,
$$B_m\le\frac{4}{1-1/r}\,e^{(z/2)(r-1/r)}r^{-m}. \tag{5}$$

Choose $r=2m/z$. For $m\ge z$ this is at least 2, so $1/(1-1/r)\le2$. The exponent becomes
$$\frac z2\left(\frac{2m}{z}-\frac{z}{2m}\right)=m-\frac{z^2}{4m},$$
and $r^{-m}=(z/2m)^m$. Inserting both in (5) gives (1).

At $m=z$ the logarithm of the factor after the 8 in (1) is $z(3/4-\ln2)$, which is positive. That factor falls to one only at $m=1.109z$. Thus (1) is valid from $z$ onward but says nothing useful at $z$ itself. Two unit vectors differ by at most 2 in norm, and any larger bound is empty.

A better radius locates the onset. Put $r=e^\alpha$. The exponent in (5), without the geometric factor, is $z\sinh\alpha-m\alpha$. Its derivative vanishes when
$$\cosh\alpha=\frac mz, \tag{6}$$
and its second derivative $z\sinh\alpha$ is positive, so this is a minimum. It requires $m>z$ to give $\alpha>0$. The result is
$$B_m\le\frac{4e^{-F}}{1-e^{-\alpha}},\qquad F(m)=m\alpha-z\sinh\alpha. \tag{7}$$
Differentiate $F$, remembering that $\alpha$ depends on $m$:
$$\frac{dF}{dm}=\alpha+(m-z\cosh\alpha)\frac{d\alpha}{dm}=\alpha=\operatorname{arccosh}\frac mz. \tag{8}$$
At $m=z$ both $F$ and its slope vanish. Beyond $z$ the slope is positive and grows without limit. An exponential law would have a constant slope, so this convergence is superexponential. For $m\gg z$, $\alpha\approx\ln(2m/z)$, and each further step multiplies the exponential factor by about $z/(2m)$.

On the chain, the measured decrease of $\ln(\text{error})$ in one step is 0.610 at $m=70$ and 0.941 at $m=88$. Equation (8), evaluated halfway through the step, gives 0.559 and 0.922. The growth of the rate is clear. Equation (8) gives the rate of the exponential factor of the bound only; the excess of the measured chain rate over it is not derived here.

## 4. Why the onset cannot be lowered for every vector

Consider a semi-infinite chain with hopping $b$ and initial state on site 1. Repeated action of $H$ reaches one new site at a time, so the Krylov space of dimension $m$ is the span of the first $m$ sites. Any part of the exact state beyond site $m$ is missing from every approximation in that space.

For this chain $W=4b$ and $z=2bt/\hbar$. Differentiating (3) with respect to $z$ and comparing powers gives $2J_n'=J_{n-1}-J_{n+1}$. On an infinite chain, $\phi_n=(-i)^nJ_n(z)$ consequently satisfies
$$i\hbar\dot\phi_n=2ib(-i)^nJ_n'=ib(-i)^n(J_{n-1}-J_{n+1})=b(\phi_{n-1}+\phi_{n+1}),$$
with the particle initially at $n=0$. For the chain with an end, subtract an image started at site $-1$, which makes the amplitude vanish at site 0:
$$\psi_j=\phi_{j-1}-\phi_{j+1}=(-i)^{j-1}(J_{j-1}+J_{j+1}).$$
Differentiating (3) with respect to $w$ gives $J_{j-1}+J_{j+1}=(2j/z)J_j$. Hence $|\psi_j|=(2j/z)|J_j(z)|$.

The large-$z$ distribution follows from the waves that make up the state. The standing waves $\sin kj$, with $0<k<\pi$, have energy $2b\cos k$. Their weight in the initial state is $(2/\pi)\sin^2k\,dk$. Each standing wave, with its time factor $e^{-iz\cos k}$, splits into parts with phases $kj-z\cos k$ and $-kj-z\cos k$. The first is stationary at $j=-z\sin k$, off the chain. The second is the outgoing part, and stationarity places it at $j=z\sin k$. Two values, $k$ and $\pi-k$, lead to the same site, but their interference oscillates with $j$ and averages out over many sites. For fixed $0<\mu<1$, the probability beyond $m=\mu z$ thus tends to
$$P_{\rm out}=\frac4\pi\int_{\arcsin\mu}^{\pi/2}\sin^2k\,dk
=\frac2\pi\left[\arccos\mu+\mu\sqrt{1-\mu^2}\right]. \tag{9}$$
The integral uses $\int\sin^2k\,dk=k/2-(\sin2k)/4$. At $z=2000$ and $\mu=0.9$, the direct Bessel sum is 0.535 and (9) gives 0.537.

This probability does not vanish as $z$ grows, so no smaller multiple of $z$ can serve as a universal onset. The physical picture is a front that advances at the largest group velocity, $2b/\hbar$, and reaches site $z$. In the 20 fs example the norm beyond site 55 is 0.741, so no choice of coefficients on the first 55 sites can have a smaller error.

## 5. Leading width of the onset region

How far beyond $z$ must $m$ go to reach an error $\varepsilon$? Let $d=m-z$ and take $d\ll z$. Put $s=d/z$. Equation (6) becomes
$$s=\cosh\alpha-1=\frac{\alpha^2}{2}+\frac{\alpha^4}{24}+\cdots .$$
To first order $\alpha^2=2s$. Using this in the quartic term gives $\alpha^2=2s-s^2/3+\cdots$, hence
$$\alpha=\sqrt{2s}\left(1-\frac{s}{12}+\cdots\right).$$
Since $F=0$ at $m=z$, integrate (8) with $dm=z\,ds$:
$$F=z\left[\frac{2\sqrt2}{3}s^{3/2}-\frac{\sqrt2}{30}s^{5/2}+\cdots\right]
=\frac{2\sqrt2}{3}\frac{d^{3/2}}{z^{1/2}}\left(1-\frac{d}{20z}+\cdots\right). \tag{10}$$

At leading logarithmic accuracy, keep only $4e^{-F}=\varepsilon$. With $L=\ln(4/\varepsilon)$, this means $F=L$, and
$$m\simeq z+\left(\frac{3L}{2\sqrt2}\right)^{2/3}z^{1/3}. \tag{11}$$
The main cost grows linearly with time, while the accuracy cost grows as the cube root of time. For $\varepsilon=10^{-6}$, $L=15.20$ and the coefficient of $z^{1/3}$ is 6.38. At $z=60.77$, (11) gives 85.9. The smallest integer for which the Bessel tail (4) meets the tolerance is 84.

At larger $z$ the excess is plain. For $z=10^4$, (11) predicts 137.5 steps beyond $z$, whereas the Bessel tail requires 121. The power of $z$ is right: between $z=10^3$ and $10^4$ the computed overhead has exponent 0.327, close to $1/3$. The overhead from (11) exceeds the Bessel-tail value 121 by about 14% of that value. The factor $1/(1-e^{-\alpha})$ dropped from (7) exceeds one and cannot explain this. The cause is that bounding the contour integral overestimates $J_m$, as Section 6 shows.

## 6. The first correction

To recover the prefactor, evaluate the contour integral instead of bounding it. On the optimal circle,
$$J_m(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\sinh(\alpha+i\varphi)-m(\alpha+i\varphi)}\,d\varphi.$$
The exponent at $\varphi=0$ is $-F$. Its linear term vanishes by (6), and its quadratic term is $-(z\sinh\alpha)\varphi^2/2$. The resulting Gaussian integral gives
$$J_m(z)\simeq\frac{e^{-F}}{\sqrt{2\pi z\sinh\alpha}}. \tag{12}$$
The important angles are of order $(z\sinh\alpha)^{-1/2}$. Near onset the cubic term is then of order $(z\alpha^3)^{-1/2}$, so (12) requires $z\alpha^3\gg1$. The Gaussian evaluation gives (12) as an approximation; it is not proved here as a bound.

By (8), successive terms of the tail decrease by a factor close to $e^{-\alpha}$. Under the same condition, the change of $\alpha$ over the important terms is negligible, so
$$B_m\simeq\frac{4e^{-F}}{(1-e^{-\alpha})\sqrt{2\pi z\sinh\alpha}}. \tag{13}$$
This is the contour bound (7) divided by $\sqrt{2\pi z\sinh\alpha}$. At $m=80$ in the example, $\sinh\alpha=\sqrt{(80/60.77)^2-1}=0.856$ and the divisor is 18.1. The contour bound $3.22\times10^{-4}$ becomes $1.78\times10^{-5}$, compared with the directly summed tail $1.71\times10^{-5}$.

Near onset, $\sinh\alpha\simeq\alpha$. The geometric factor can be written
$$\frac1{1-e^{-\alpha}}=\frac{e^{\alpha/2}}{2\sinh(\alpha/2)}\simeq\frac{e^{\alpha/2}}\alpha .$$
By (8), $F(m)-\alpha/2\simeq F(m-\tfrac12)$. The sum therefore acts like an integral starting half a step earlier. Denote $F(m-\tfrac12)$ by $\bar F$. Then
$$B_m\simeq\frac{4e^{-\bar F}}{\sqrt{2\pi z\alpha^3}} .$$
At leading order $\alpha=\sqrt{2d/z}$, so $z\alpha^3=2\sqrt2\,d^{3/2}z^{-1/2}=3F$ by (10). Replacing $F$ by $\bar F$ inside the square root changes only higher-order terms, and
$$B_m\simeq\frac{4e^{-\bar F}}{\sqrt{6\pi\bar F}}. \tag{14}$$
The prefactor depends on $z$ only through $\bar F$. This is why it changes the coefficient of $z^{1/3}$ but not the power.

Set (14) equal to $\varepsilon$ and take the logarithm:
$$\bar F+\tfrac12\ln(6\pi\bar F)=L.$$
For large $L$, the leading solution is $\bar F=L$. Inserting it in the slowly varying logarithm gives the first correction,
$$\bar F\simeq L_1=L-\tfrac12\ln(6\pi L).$$
Inverting the leading part of (10), now with $m-\tfrac12-z$ in place of $d$, yields
$$m\simeq z+\frac12+\left(\frac{3L_1}{2\sqrt2}\right)^{2/3}z^{1/3}. \tag{15}$$
The regime is $1\ll L\ll z$: the first inequality justifies the Gaussian evaluation, and the second keeps $d\ll z$. The next correction to $L_1$ is of order $(\ln L)/L$. The curvature term in (10) adds about $d^2/(30z)$ to $m$, which is 0.3 for the 20 fs example.

For $\varepsilon=10^{-6}$,
$$L_1=15.20-\tfrac12\ln(6\pi\times15.20)=15.20-2.83=12.37,$$
and the coefficient of $z^{1/3}$ falls from 6.38 to 5.56. At $z=60.77$, whose cube root is 3.93,
$$m\simeq60.77+0.5+5.56\times3.93=83.1 .$$
Rounded up, this is 84, the dimension found from the Bessel tail. The overheads at large $z$ agree as well:

| $z$ | Leading (11) | Corrected (15) | Bessel tail |
|---:|---:|---:|---:|
| 100 | 29.6 | 26.3 | 27 |
| 1000 | 63.8 | 56.1 | 57 |
| 10000 | 137.5 | 120.4 | 121 |

The last column contains integers, so it should be compared with the corrected values rounded up. Exact agreement after rounding is not guaranteed: at this tolerance (15) lies slightly below the true crossing, and for a quarter to a half of the values of $z$ sampled between 30 and about $10^4$ the rounded estimate is one step too small. One neglected term alone, $\ln(6\pi L)/(4L)\approx0.09$ in $L_1$, shifts $m$ by $\tfrac23(d/L_1)\times0.09\approx0.6$ at $z=10^4$, and this shift grows as $z^{1/3}$. Equation (15) estimates the dimension at which the bound $B_m$ meets the tolerance. The true error can meet it earlier: two steps earlier for the 20 fs chain, eleven steps earlier for the same kind of chain at $z=10^4$, and far earlier for special initial vectors.

## 7. What the example shows

The following errors refer to the 20 fs chain. The last two columns are upper bounds.

| $m$ | True error | Bessel tail (4) | Bound (1) |
|---:|---:|---:|---:|
| 61 | $2.9\times10^{-1}$ | 1.5 | 229 |
| 70 | $4.1\times10^{-3}$ | $2.0\times10^{-2}$ | 1.6 |
| 80 | $3.5\times10^{-6}$ | $1.7\times10^{-5}$ | $1.0\times10^{-3}$ |
| 90 | $5.0\times10^{-10}$ | $2.4\times10^{-9}$ | $1.2\times10^{-7}$ |

Bound (1) overestimates the error by a factor of about 250 at $m=90$. Because convergence is so fast there, the cost in dimension is small at this $z$. For an error of $10^{-6}$, the chain needs 82 steps, the Bessel tail guarantees 84, and (1) guarantees 88. The cost does not stay small at long times: the factor after the 8 in (1) falls to one only at $m=1.109z$, while the Bessel tail needs only of order $z^{1/3}$ steps beyond $z$. For a fixed tolerance, the gap between them divided by $z$ therefore tends to 0.109 as $z$ grows.

Changing the time moves the onset as predicted. At 10, 20 and 40 fs, $z$ is 30.4, 60.8 and 121.5, and the chain needs 48, 82 and 148 steps. The overheads beyond $z$ are 17.6, 21.2 and 26.5. They grow much more slowly than the time.

Counted in products with $H$, this favours long time steps when $H$ is constant; if $H$ depends on time or on the state, its variation limits the step instead. Storage grows as $m$ and full reorthogonalization as $m^2$, which works the other way. The Bessel tail guarantees one 40 fs step at tolerance $10^{-6}$ with 150 Lanczos steps. Two 20 fs steps at that tolerance each take 168 in total, and their errors may add to $2\times10^{-6}$.

The behaviour is not peculiar to the chain. A second model has 400 evenly spaced levels over the same width, a centre shifted to 3 eV and a random initial vector. Its error is 0.79 at $m=55$ and $2.5\times10^{-6}$ at $m=80$.

A different initial vector can remove the onset altogether. If $v$ contains ten distinct energies, a polynomial of degree nine reproduces $f$ at all ten. The Krylov space lies in the ten-dimensional invariant span of the components of $v$ and fills it after ten steps, so $\beta_{10}=0$ and $HV_{10}=V_{10}T_{10}$. The eigenvalues of $T_{10}$ are then the same ten energies, and both terms of the error in Section 2 vanish. Ten Lanczos steps give the exact state at any time. In the second model such a vector has an error of $3.9\times10^{-14}$ at $m=10$, which is rounding error, although $z=60.77$.

Rounding sets the other limit. These calculations reorthogonalize every new Lanczos vector against all earlier ones. At $m=100$ the chain error is about $2\times10^{-14}$. The exact-arithmetic error there is still $1.65\times10^{-14}$, so truncation and rounding are comparable, and in double precision little further decrease can be expected. The numerical check compares both models with the upper bounds at every integer dimension from 61 to 110, allowing $10^{-12}$ for rounding.

## Values computed for the example and the checks

```
hbar = 0.658212 eV fs
hopping = 1.0 eV, width W = 4.0 eV, t = 20.0 fs
chain sites = 300, other model levels = 400
other model: centre = 3.0 eV
onset z = W t/(2 hbar) = 60.771 (dimensionless)
polynomial defect, m=12: degree m-1 4.3e-15, degree m 0.587
Chebyshev error, m=70: 6.490e-03, tail limit 1.004e-02
Errors below onset (dimensionless): m, chain, levels, chain lower bound
  30 1.3712 1.2269 0.9720
  45 1.2366 1.0547 0.8847
  55 1.0118 0.7938 0.7406
Errors above onset: m, chain, levels, Bessel, contour, HL form with 8
  61 2.92e-01 2.44e-01 1.45e+00 4.75e+01 2.29e+02
  65 5.88e-02 4.81e-02 2.91e-01 4.52e+00 3.14e+01
  70 4.07e-03 3.24e-03 2.01e-02 3.29e-01 1.60e+00
  80 3.49e-06 2.49e-06 1.71e-05 3.22e-04 1.00e-03
  90 4.96e-10 2.87e-10 2.41e-09 5.03e-08 1.24e-07
 100 2.25e-14 3.33e-14 7.95e-14 1.80e-12 3.88e-12
Decay rate per step: m, measured on chain, arccosh((m+1/2)/z)
  70 0.6101 0.5586
  88 0.9412 0.9223
HL exponential part equals one at m/z = 1.1092
Outside probability at z = 2000: m/z, Bessel sum, limit
0.5 0.9422 0.9423
0.9 0.5349 0.5369
ten-level start vector, m=10: error = 3.9e-14
Dimension for error 1e-06: t/fs, z, chain, Bessel, HL form
10 30.39 48 49 52
20 60.77 82 84 88
40 121.54 148 150 158
onset estimate of dimension at t = 20 fs: 85.86
Overhead m-z: z, Bessel tail, onset estimate
100 27 29.6
1000 57 63.8
10000 121 137.5
overhead exponent from z = 1000 to 10000: 0.3269
```
